# Why restricted MP2 fails for a stretched two-electron bond: verification in Python

```python
"""Restricted MP2 for a stretched bond.
Result under test, two-site Hubbard model with two electrons:
  MP2 correlation energy    E2 = -U^2/(16 t)              (diverges as t -> 0)
  exact correlation energy  Ec = 2t - sqrt(U^2+16t^2)/2   (tends to -U/2)
t: hopping, U: on-site repulsion, both in hartree. Correlation energies are
measured from restricted Hartree-Fock (RHF).
For H2, with orthogonalized site orbitals 1 and 2: V=(11|22), Y=(12|12),
t_eff=-h12-(11|12). V keeps the orbital gap open as 1/R, so that MP2
diverges linearly in the bond length R instead of as 1/t_eff.
"""
import numpy as np
from scipy.constants import physical_constants
from pyscf import gto, scf, mp, ao2mo

HARTREE_EV = physical_constants["Hartree energy in eV"][0]


def two_electron_matrix(h, eri):
    """Hamiltonian of one up and one down electron in all orbital products."""
    n = len(h)
    one = np.eye(n)
    return (np.kron(h, one) + np.kron(one, h)
            + eri.transpose(0, 2, 1, 3).reshape(n * n, n * n))


def hubbard(t, U):
    h = np.array([[0.0, -t], [-t, 0.0]])
    eri = np.zeros((2, 2, 2, 2))
    eri[0, 0, 0, 0] = eri[1, 1, 1, 1] = U
    return h, two_electron_matrix(h, eri)


def perturbation_series(H, fock_up, fock_down, order):
    """Rayleigh-Schroedinger energies with the Fock operators as H0."""
    e_up, c_up = np.linalg.eigh(fock_up)
    e_dn, c_dn = np.linalg.eigh(fock_down)
    basis = np.kron(c_up, c_dn)
    e0 = np.add.outer(e_up, e_dn).ravel()
    H_mo = basis.T @ H @ basis
    W = H_mo - np.diag(e0)
    resolvent = np.zeros(len(e0))
    resolvent[1:] = 1.0 / (e0[0] - e0[1:])
    psi = [np.eye(len(e0))[0]]
    energy = [e0[0]]
    for n in range(1, order + 1):
        energy.append(W[0] @ psi[n - 1])
        rhs = W @ psi[n - 1]
        for k in range(1, n + 1):
            rhs = rhs - energy[k] * psi[n - k]
        psi.append(resolvent * rhs)
    return np.array(energy), psi[1], H_mo


def restricted_series(t, U, order=2):
    h, H = hubbard(t, U)
    fock = h + U * np.diag([0.5, 0.5])
    occupied = np.linalg.eigh(fock)[1][:, 0]
    assert np.allclose(occupied**2, 0.5)      # the density is self-consistent
    return perturbation_series(H, fock, fock, order)


# ---------- Hubbard dimer: exact result and MP2 ----------
U = 0.8
print(f"Hubbard dimer, U = {U:.3f} hartree; limit -U/2 = {-U/2:.3f} hartree")
print("t, Ec exact, E2 (hartree); E2/Ec; amplitude exact, 1st order; ionic wt")
for t in (0.4, 0.2, 0.1, 0.05, 0.01, 0.001):
    h, H = hubbard(t, U)
    values, vectors = np.linalg.eigh(H)
    series, psi1, H_mo = restricted_series(t, U, 4)
    e_rhf = series[0] + series[1]
    ec, e2 = values[0] - e_rhf, series[2]
    v = np.linalg.eigh(H_mo)[1][:, 0]
    amplitude = v[3] / v[0]
    ionic = vectors[0, 0]**2 + vectors[3, 0]**2
    root = np.sqrt(U**2 + 16 * t**2)
    assert abs(e_rhf - (-2 * t + U / 2)) < 1e-12
    assert abs(ec - (2 * t - root / 2)) < 1e-12
    assert abs(e2 / (-U**2 / (16 * t)) - 1) < 1e-9
    assert abs(series[3]) < 1e-9 * abs(series[4])
    assert abs(series[4] / (U**4 / (1024 * t**3)) - 1) < 1e-9
    assert np.max(np.abs(psi1[1:3])) < 1e-9   # no single excitations
    assert abs(psi1[3] / (-U / (8 * t)) - 1) < 1e-9
    assert abs(amplitude - (4 * t - root) / U) < 1e-9
    assert abs(ionic - 0.5 * (1 - U / root)) < 1e-9
    assert abs(e2 / ec - 0.5 * (1 + np.sqrt(1 + (U / (4 * t))**2))) < 1e-7
    print(f"{t:6.3f} {ec:9.5f} {e2:10.5f} {e2/ec:8.3f} "
          f"{amplitude:8.4f} {psi1[3]:9.3f} {ionic:9.6f}")
assert abs(ec + U / 2) < 3 * t                # finite limit at the smallest t
assert abs(restricted_series(U / 8, U)[0][2] + U / 2) < 1e-12

# ---------- higher orders: convergence only for U < 4t ----------
print("Partial sums of the MP correlation series (hartree)")
for t in (0.25, 0.16):
    series = restricted_series(t, U, 60)[0]
    exact = np.linalg.eigvalsh(hubbard(t, U)[1])[0] - series[0] - series[1]
    sums = np.cumsum(series[2:])
    if U < 4 * t:
        assert abs(sums[-1] - exact) < 1e-6
    else:
        assert abs(series[60]) > 10 * abs(series[40]) > 100 * abs(series[20])\
            or abs(series[60]) > abs(series[40]) > abs(series[20])
    print(f"t = {t:.2f} hartree, U/4t = {U/(4*t):.2f}, exact {exact:.5f}")
    print("  order 2, 4, 10, 20, 40: "
          + " ".join(f"{sums[n-2]:.5f}" for n in (2, 4, 10, 20, 40)))

# ---------- unrestricted reference: second order stays finite ----------
print("Unrestricted reference: t, gap, E_UHF, E2, exact total (hartree)")
for t in (0.1, 0.05, 0.01):
    h, H = hubbard(t, U)
    n_up, n_dn = np.array([1.0, 0.0]), np.array([0.0, 1.0])
    for _ in range(400):
        f_up, f_dn = h + U * np.diag(n_dn), h + U * np.diag(n_up)
        n_up = np.linalg.eigh(f_up)[1][:, 0]**2
        n_dn = np.linalg.eigh(f_dn)[1][:, 0]**2
    series = perturbation_series(H, f_up, f_dn, 2)[0]
    gap = np.diff(np.linalg.eigvalsh(f_up))[0]
    e_uhf = series[0] + series[1]
    total = np.linalg.eigvalsh(H)[0]
    assert abs(gap - U) < 1e-9
    assert abs(e_uhf + 2 * t**2 / U) < 1e-10
    assert abs(series[2] + 2 * t**4 / U**3) < 1e-10
    print(f"{t:6.3f} {gap:8.4f} {e_uhf:11.7f} {series[2]:12.4e} {total:11.7f}")
assert abs(total / (-4 * t**2 / U) - 1) < 0.01


# ---------- the real molecule ----------
def hydrogen_molecule(R, basis):
    mol = gto.M(atom=[["H", (0, 0, 0)], ["H", (0, 0, R)]], unit="Bohr",
                basis=basis, symmetry="D2h", verbose=0)
    mf = scf.RHF(mol)
    mf.irrep_nelec = {"Ag": 2}                # both electrons in g orbitals
    mf.conv_tol = 1e-11
    mf.max_cycle = 200
    mf.kernel()
    assert mf.converged
    C = np.asarray(mf.mo_coeff)
    n = C.shape[1]
    h_ao = mol.intor("int1e_kin") + mol.intor("int1e_nuc")
    eri = ao2mo.restore(1, ao2mo.kernel(mol, C), n)
    H = two_electron_matrix(C.T @ h_ao @ C, eri)
    full_ci = np.linalg.eigvalsh(H)[0] + mol.energy_nuc()
    e2 = mp.MP2(mf).kernel()[0]
    result = dict(total=full_ci, ec=full_ci - mf.e_tot, e2=e2,
                  gap=mf.mo_energy[1] - mf.mo_energy[0], K=eri[0, 1, 0, 1])
    if n == 2:
        s, w = np.linalg.eigh(mol.intor("int1e_ovlp"))
        L = w @ np.diag(s**-0.5) @ w.T
        site = ao2mo.restore(1, ao2mo.kernel(mol, L), 2)
        result.update(U=site[0, 0, 0, 0], V=site[0, 0, 1, 1],
                      Y=site[0, 1, 0, 1],
                      t=-(L.T @ h_ao @ L)[0, 1] - site[0, 0, 0, 1])
    return result


print("H2, STO-3G: R (bohr); U, V, Y, t_eff, orbital gap (hartree)")
rows = []
for R in (1.4, 3.0, 5.0, 7.0, 10.0):
    m = hydrogen_molecule(R, "sto-3g")
    u_eff = m["U"] - m["V"]
    gap = 2 * m["t"] + m["V"] - 3 * m["Y"]
    assert m["t"] > 0
    assert abs(m["gap"] - gap) < 1e-7
    assert abs(m["e2"] + u_eff**2 / (8 * gap)) < 1e-6
    dimer = restricted_series(m["t"], u_eff)[0]
    dimer_ec = (np.linalg.eigvalsh(hubbard(m["t"], u_eff)[1])[0]
                - dimer[0] - dimer[1])
    assert abs(m["ec"] - dimer_ec) < 1e-7     # same exact correlation energy
    rows.append((R, m["ec"], m["e2"], dimer[2]))
    print(f"{R:5.1f} {m['U']:8.5f} {m['V']:8.5f} {m['Y']:10.3e} "
          f"{m['t']:10.3e} {m['gap']:8.5f}")
assert m["t"] < 0.1 * m["V"]                  # V controls the gap at large R
print("R (bohr); full CI Ec, MP2 E2, E2 of equivalent Hubbard dimer (hartree)")
for R, ec, e2, e2_dimer in rows:
    print(f"{R:5.1f} {ec:9.5f} {e2:9.5f} {e2_dimer:12.5g}")
print(f"At {R:.0f} bohr in eV: full CI {ec*HARTREE_EV:.2f}, "
      f"MP2 {e2*HARTREE_EV:.2f}")

far = {R: hydrogen_molecule(R, "sto-3g") for R in (20.0, 30.0)}
for R, m in far.items():
    law = -m["U"]**2 * R / 8 + m["U"] / 4 - 1 / (8 * R)
    assert abs(m["e2"] - law) < 1e-5
    print(f"STO-3G, R = {R:.0f} bohr: Ec {m['ec']:.5f}, E2 {m['e2']:.5f}, "
          f"large-R law {law:.5f} hartree")
print(f"STO-3G limiting slope -U^2/8 = {-m['U']**2/8:.5f} hartree/bohr")

print("H2, cc-pVDZ: R (bohr); full CI Ec, MP2 E2 (hartree)")
dz = {}
for R in (1.4, 5.0, 10.0, 20.0, 30.0):
    dz[R] = hydrogen_molecule(R, "cc-pvdz")
    print(f"{R:5.1f} {dz[R]['ec']:9.5f} {dz[R]['e2']:9.5f}")
slope = (dz[30.0]["e2"] - dz[20.0]["e2"]) / 10.0
u_relaxed = 2 * dz[30.0]["K"] + 1 / 30.0      # on-site repulsion, RHF orbital
assert abs(slope / (-u_relaxed**2 / 8) - 1) < 0.03
assert abs(dz[30.0]["ec"] - dz[20.0]["ec"]) < 1e-3 + 0.5 * (1 / 20 - 1 / 30)
atom = gto.M(atom="H 0 0 0", basis="cc-pvdz", spin=1, verbose=0)
s, w = np.linalg.eigh(atom.intor("int1e_ovlp"))
L = w @ np.diag(s**-0.5) @ w.T
h_atom = atom.intor("int1e_kin") + atom.intor("int1e_nuc")
e_atom = np.linalg.eigvalsh(L.T @ h_atom @ L)[0]
assert abs(dz[30.0]["total"] - 2 * e_atom) < 1e-5
print(f"cc-pVDZ on-site repulsion of the RHF orbital {u_relaxed:.5f} hartree")
print(f"cc-pVDZ MP2 slope, 20 to 30 bohr: {slope:.5f}; "
      f"-U^2/8 = {-u_relaxed**2/8:.5f} hartree/bohr")
print(f"cc-pVDZ full CI at 30 bohr {dz[30.0]['total']:.6f}, "
      f"two atoms {2*e_atom:.6f} hartree")
print("verified")
```

Running it gives:

```
Hubbard dimer, U = 0.800 hartree; limit -U/2 = -0.400 hartree
t, Ec exact, E2 (hartree); E2/Ec; amplitude exact, 1st order; ionic wt
 0.400  -0.09443   -0.10000    1.059  -0.2361    -0.250  0.276393
 0.200  -0.16569   -0.20000    1.207  -0.4142    -0.500  0.146447
 0.100  -0.24721   -0.40000    1.618  -0.6180    -1.000  0.052786
 0.050  -0.31231   -0.80000    2.562  -0.7808    -2.000  0.014929
 0.010  -0.38050   -4.00000   10.512  -0.9512   -10.000  0.000624
 0.001  -0.39800  -40.00000  100.501  -0.9950  -100.000  0.000006
Partial sums of the MP correlation series (hartree)
t = 0.25 hartree, U/4t = 0.80, exact -0.14031
  order 2, 4, 10, 20, 40: -0.16000 -0.13440 -0.14078 -0.14029 -0.14031
t = 0.16 hartree, U/4t = 1.25, exact -0.19225
  order 2, 4, 10, 20, 40: -0.25000 -0.15234 -0.23562 -0.04493 4.38501
Unrestricted reference: t, gap, E_UHF, E2, exact total (hartree)
 0.100   0.8000  -0.0250000  -3.9063e-04  -0.0472136
 0.050   0.8000  -0.0062500  -2.4414e-05  -0.0123106
 0.010   0.8000  -0.0002500  -3.9063e-08  -0.0004997
H2, STO-3G: R (bohr); U, V, Y, t_eff, orbital gap (hartree)
  1.4  0.85606  0.49355  1.124e-02  3.943e-01  1.24847
  3.0  0.78988  0.31964  3.535e-03  1.134e-01  0.53583
  5.0  0.77527  0.19980  2.419e-04  2.118e-02  0.24144
  7.0  0.77461  0.14286  4.403e-06  2.743e-03  0.14833
 10.0  0.77461  0.10000  9.243e-10  5.496e-05  0.10011
R (bohr); full CI Ec, MP2 E2, E2 of equivalent Hubbard dimer (hartree)
  1.4  -0.02056  -0.01316     -0.02083
  3.0  -0.09988  -0.05158     -0.12188
  5.0  -0.24847  -0.17145      -0.9772
  7.0  -0.31044  -0.33634      -9.0945
 10.0  -0.33719  -0.56824      -517.56
At 10 bohr in eV: full CI -9.18, MP2 -15.46
STO-3G, R = 20 bohr: Ec -0.36230, E2 -1.31263, large-R law -1.31263 hartree
STO-3G, R = 30 bohr: Ec -0.37064, E2 -2.06057, large-R law -2.06057 hartree
STO-3G limiting slope -U^2/8 = -0.07500 hartree/bohr
H2, cc-pVDZ: R (bohr); full CI Ec, MP2 E2 (hartree)
  1.4  -0.03469  -0.02638
  5.0  -0.14908  -0.07826
 10.0  -0.24016  -0.26788
 20.0  -0.26618  -0.63702
 30.0  -0.27451  -1.00665
cc-pVDZ on-site repulsion of the RHF orbital 0.54497 hartree
cc-pVDZ MP2 slope, 20 to 30 bohr: -0.03696; -U^2/8 = -0.03712 hartree/bohr
cc-pVDZ full CI at 30 bohr -0.998557, two atoms -0.998557 hartree
verified
```
